Wedding-cake mounds: the truncated error-function profile and its square-root widening

Suppose that atoms deposited on a crystal surface cannot descend steps, and that one therefore gives the growing film the statistics of independent random columns. After 40 monolayers (ML) the rms width would be √40 = 6.32 ML, and the mounds would have thin, pointed tips. If new layers nucleate when the top terrace covers 30 % of the mound base, the width is 5.34 ML and the mound has a broad flat top. The smaller width shows that some atoms descend, but the width alone does not show from which terraces. In the model below they descend from the top one alone. The results needed are the profile and the law of widening for nucleation at fixed top coverage.

**The model**

Divide the surface into mounds with a fixed base area. Let θₙ be the fraction of the base covered by layer n, with θ₀ = 1 for the substrate, and let Θ be the deposited thickness in ML. Atoms land uniformly and do not desorb. The top layer has number N.

An atom that lands on a terrace below the top attaches to the ascending step of that terrace. It stays in its landing layer, and this uphill bias is the source of the Villain instability. The top terrace has no ascending step, so its atoms must eventually descend and join the edge of the top island. This continues until the top coverage reaches a constant θ_c, with 0 < θ_c < 1. A new island then nucleates and N increases by one. "No interlayer transport" thus holds for every terrace except the top one.

The exposed area of layer n−1 is θₙ₋₁ − θₙ, and what lands there enlarges layer n. The top layer also receives what lands on itself, an amount θ_N. Hence

dθₙ/dΘ = θₙ₋₁ − θₙ for 1 ≤ n < N,

dθ_N/dΘ = (θ_N₋₁ − θ_N) + θ_N = θ_N₋₁.

Adding these equations, all terms cancel except θ₀ = 1, so the sum of θₙ over n ≥ 1 equals Θ. This sum is also the mean height.

The result derived in two ways below is

W² → (1 − θ_c) Θ, for Θ → ∞,

where W is the rms width in ML. The first derivation also gives the profile.

**First derivation: the profile**

Assume that at large Θ the coverage varies slowly with n and depends on one scaled variable,

θₙ = φ(x), x = (n − Θ)/√Θ,

up to a top at x_m, so that N ≈ Θ + x_m√Θ. For fixed n,

∂x/∂Θ = −1/√Θ − (n − Θ)/(2Θ^(3/2)) = −1/√Θ − x/(2Θ).

One layer is a step 1/√Θ in x. A Taylor expansion of the right-hand side of the layer equation gives

θₙ₋₁ − θₙ = −φ′/√Θ + φ″/(2Θ) + O(Θ^(−3/2)).

Setting this equal to φ′ ∂x/∂Θ, the terms in 1/√Θ cancel. They describe the rise of the whole profile by one layer per ML. The terms in 1/Θ give

φ″ + xφ′ = 0.

Therefore φ′ = −A g(x), with the Gaussian g(x) = exp(−x²/2)/√(2π). Deep layers are complete, so φ → 1 for x → −∞, and

φ(x) = 1 − A G(x), G(x) = ½[1 + erf(x/√2)].

Two conditions fix A and x_m. The first is the value of φ at the top. Since N ≈ Θ + x_m√Θ, the time between nucleations, measured in ML, tends to 1. At the start of a cycle the layer just below the new island has coverage θ_c, and it cannot shrink afterwards. The new island grows at a rate equal to that coverage and must reach θ_c in a time 1. This is possible only if the layer below keeps the value θ_c throughout. Its own growth rate is then zero, so the next lower layer also has coverage θ_c, and so on downwards. Near the top the limiting state is a plateau in n, with no additional jump between θ_c and the smooth profile. Thus φ(x_m) = θ_c and

A = (1 − θ_c)/G(x_m).

The second condition is conservation of atoms. At a nucleation event, the sum of 1 − θₙ from n = 1 to N is N − Θ. Dividing by √Θ and taking the limit,

∫ A G(x) dx = x_m, from −∞ to x_m.

Because g′ = −xg, the derivative of xG + g is G + xg − xg = G. The integral is therefore A[x_m G(x_m) + g(x_m)]. With A G(x_m) = 1 − θ_c,

(1 − θ_c)x_m + A g(x_m) = x_m,

θ_c x_m = A g(x_m) = (1 − θ_c) g(x_m)/G(x_m).

The right-hand side is positive, so x_m > 0. Written as θ_c/(1 − θ_c) = g/(xG), the condition has one root, since g/(xG) falls from infinity to zero as x runs over the positive axis. The profile is

θₙ → 1 − (1 − θ_c) G(x)/G(x_m) for x < x_m, and θₙ → 0 for x > x_m.

It is an error function cut off at a flat top of area θ_c.

For the width, note that the area exposed between x and x + dx is −φ′dx = A g dx, while the flat top contributes a weight θ_c at x_m. The mean of x is −A g(x_m) + θ_c x_m = 0, as it must be. The derivative of G − xg is g − g + x²g = x²g, so

W²/Θ = A[G(x_m) − x_m g(x_m)] + θ_c x_m²

= (1 − θ_c) − θ_c x_m² + θ_c x_m² = 1 − θ_c.

The cut position has dropped out.

**Second derivation: counting descents**

This route uses no smooth profile. Consider an atom that lands on a column of height h. If it stays in its landing layer, that column grows to h + 1 and the sum of squared heights increases by 2h + 1. If it descends k levels first, a column of height h − k grows, and the increase is 2(h − k) + 1. Each level descended costs 2. Since landing is uniform, the mean landing height is Θ. With f the mean number of levels descended per deposited atom,

d⟨h²⟩/dΘ = 2Θ + 1 − 2f.

Subtracting d(Θ²)/dΘ = 2Θ gives

dW²/dΘ = 1 − 2f.

In the present model the atoms landing on the top, a fraction θ_N, descend one level each. Thus

dW²/dΘ = 1 − 2θ_N.

It remains to average θ_N over the nucleation cycles. First, buried layers never shrink. Put dₙ = θₙ₋₁ − θₙ. For n < N the layer equations give

d(dₙ)/dΘ = dₙ₋₁ − dₙ, with d₀ = 0,

so the derivative of dₙ exp(Θ) is dₙ₋₁ exp(Θ). Differences that start non-negative remain so. When layer N becomes buried, θ_N = θ_c, while layer N−1 was at θ_c one cycle earlier and has not shrunk since. The new difference is therefore also non-negative, and the argument repeats for the next cycle. The first cycle starts it, with θ₀ = 1 > θ_c.

Let a cycle have length T and let t run from 0 to T within it. The top grows at the rate θ_N₋₁, which is at least θ_c and does not decrease. Three facts follow:

- The top reaches θ_c no later than t = 1, so T ≤ 1.
- The curve θ_N(t) is convex and lies below its chord, so its integral over the cycle is at most θ_c T/2.
- The curve lies above θ_c t, so its integral is at least θ_c T²/2.

At the nucleation event that ends cycle N, the cycle lengths add up to Θ. Summing the upper bound gives W² ≥ Θ − θ_cΘ. For the lower bound use T² = T − T(1 − T) ≥ T − (1 − T). The sum of 1 − T over the cycles is N − Θ. Hence

(1 − θ_c)Θ ≤ W² ≤ (1 − θ_c)Θ + θ_c(N − Θ).

The last term must be shown to be small. A fraction θ_c of the surface has height N, so θ_c(N − Θ)² ≤ W². Also W² ≤ Θ, because dW²/dΘ ≤ 1. Therefore

0 ≤ N − Θ ≤ √(Θ/θ_c).

The two bounds on W² differ by at most √(θ_cΘ), which is negligible beside Θ. This proves W²/Θ → 1 − θ_c within the model.

**The first correction**

Combining the two routes gives the leading correction at finite thickness. Near the top the coverage drops by a small amount s per layer. The profile gives

s = −φ′(x_m)/√Θ = θ_c x_m/√Θ.

To first order the layer below the top grows as θ_c + st during a cycle, so θ_N = θ_c t + st²/2. The cycle ends when θ_c T + sT²/2 = θ_c. The mean of θ_N is

θ_c T/2 + sT²/6 = θ_c/2 − sT²/4 + sT²/6 = θ_c/2 − sT²/12.

Since T → 1, the mean rate of increase of W² is 1 − θ_c + s/6. Integrating s/6 over Θ,

W² ≈ (1 − θ_c)Θ + (θ_c x_m/3)√Θ.

Numerical integration of the layer equations to 1600 ML, for θ_c = 0.1, 0.3 and 0.6, gave 0.0819, 0.0825 and 0.0829 for the ratio of the shift in the mean to s. The theoretical value is 1/12 = 0.0833.

**Two limits**

For θ_c → 0 the root x_m goes to infinity and A → 1. The cut disappears, the profile becomes a complete error function, and W = √Θ. No appreciable area is then available from which atoms can descend.

For θ_c → 1, taken after Θ → ∞, the root tends to zero as x_m ≈ (1 − θ_c)√(2/π), and the coefficient of Θ in W² vanishes. For any θ_c < 1 the term (1 − θ_c)Θ still grows without bound; at θ_c = 0.99 and 1000 ML it is 10 ML². Only while (1 − θ_c)Θ is small beside 1/4 is the width dominated by an oscillation. Within a cycle of unit length, W² departs from its mean slope by

∫(θ_c − 2θ_c t′)dt′ = θ_c t(1 − t), from 0 to t,

which is at most θ_c/4. At θ_c = 1 this is the oscillation of layer-by-layer growth.

**What each derivation assumes**

Both need uniform landing, no desorption, a fixed base, a constant θ_c, and descent from the top terrace alone. The first assumes in addition that a smooth scaling profile exists. In return it gives the coverage of every layer, the size of the cut, and the coefficient of the correction. The second needs no such assumption and bounds the error, but many profiles share one variance, so it cannot determine the shape. It also supplies support for the first: the bound on N − Θ shows that the mean cycle length tends to 1.

They differ in what survives a change of the model. If atoms also leak from lower terraces, the layer equations change and the profile must be derived again. The law dW²/dΘ = 1 − 2f still holds, with the additional descents counted in f.

**A worked example**

Take θ_c = 0.3, Θ = 40 ML, a layer height of 0.23 nm and a circular base of radius 30 nm. The film is 9.2 nm thick. The root is x_m = 0.829 and A = 0.879. The top lies above the mean height by

x_m√Θ = 0.829 × 6.325 = 5.24 ML = 1.21 nm.

The flat top at nucleation has radius 30 × √0.3 = 16.4 nm. The leading width is √(0.7 × 40) = 5.29 ML. The correction adds 0.3 × 0.829 × 6.325/3 = 0.52 ML² to W², which gives

W ≈ √28.52 = 5.34 ML = 1.23 nm.

Integration of the layer equations also gives 5.34 ML.

At layer 40 we have x = 0, and the limiting profile gives 1 − 0.879/2 = 0.561. The integrated coverage is 0.574. At layers 30, 35 and 44 the integrated values are likewise higher, by 0.011 to 0.015. For the same θ_c the largest profile error is 0.0044 near 400 ML and 0.0022 near 1600 ML. It halves when the thickness is quadrupled, as expected for a correction of order 1/√Θ.

A simulation that deposits atoms one at a time on 20 000 columns gave W² = 28.8 ML², while its counted descents predict 28.5 ML². The random landing heights cause a standard deviation of about √(4 × 0.7 × 800/20 000) = 0.33 ML² in this comparison, where 0.7 × 800 is the integral of W² over Θ. When atoms on lower terraces were given a 10 % chance to descend, W² fell to 21.6 ML². These atoms made 3.37 ML of descents. With all the descents of that run counted, the law predicts 22.1 ML². The standard deviation is here about 0.3 ML², so the difference is within two standard deviations.

**Beside a real surface**

The lengths are rough values for Pt(111), a surface on which homoepitaxial mounds are known. The base radius and θ_c are round choices; on a real surface θ_c depends on temperature, flux and island size. With an assumed extra step-edge barrier of 0.2 eV at 350 K (values near 0.1 eV are reported for the clean surface, larger ones when CO is adsorbed), crossing an edge is slower than a hop on the terrace by a factor 1.3 × 10⁻³. The program evaluates thermal descent from lower terraces at the nucleation events and finds a loss of 0.23 ML² in W². At those moments the terrace just below the top is at its narrowest, so its contribution within the cycle must be added. At a time t after nucleation it is a ring between the new island, of radius a ≈ 59√t atoms, and an outer edge of radius 59 atoms. An atom that lands at radius r walks until it meets the island or crosses the outer edge. Steady diffusion on a ring has a logarithmic solution, and the outer edge reflects nearly every atom, so the probability of crossing it is about 59 × 1.3 × 10⁻³ × ln(r/a). Integrated over the ring, as a fraction of the area inside the outer edge, and averaged over a cycle, the logarithm gives 1/4. The share is therefore 0.3 × 59 × 1.3 × 10⁻³/4 ≈ 0.006, and the further loss is 2 × 40 × 0.006 ≈ 0.5 ML². The two parts add to about 0.7 ML²; following all terraces continuously through the cycles gives about 0.9 ML², or 3 % of W². This small loss depends strongly on the barrier. At the same θ_c the first-order loss is about 7 ML² for 0.12 eV and more than half of W² for 0.08 eV, where the assumption of descent from the top terrace alone no longer holds. A larger error comes from atoms that land close to a descending edge and are deflected over it. If this happens within half an atomic spacing, 0.14 nm, it affects 16 % of the atoms at 40 ML and removes roughly 8 ML². Together the two losses would reduce W from 5.34 to about 4.4 ML, or 17 %. This is a first-order estimate on the unperturbed mound. The actual reduction is smaller, because the losses also reduce the number of steps at which atoms are deflected.

The deflected share grows with thickness, because the number of exposed steps grows on a fixed base. By the descent law, and with thermal descent neglected, widening stops when this share reaches (1 − θ_c)/2 = 0.35, which is half the area below the top terrace at the moment of nucleation. This is the case when all those terraces are one atomic spacing wide, since half of each then lies within 0.14 nm of its descending edge. The flank of the mound then has (30 − 16.4)/0.28 ≈ 48 layers, and the rms width of such a mound is about 17 ML. The square-root law would reach this width at 17²/0.7 ≈ 400 ML. The losses slow the widening, so the final width is approached only at much greater thickness. The square-root law therefore describes an intermediate range of thickness: enough layers for a smooth profile, but terraces still much wider than an atom. The example is already leaving this range: at 40 ML the terrace at half coverage is 1.15 nm wide, only about four atomic spacings, and 5.6 % of the base already lies in terraces narrower than one atom. These are in the troughs, where the drop in coverage per layer tends to zero.

Nucleation is random, so θ_c scatters. One run with θ_c varied uniformly by ±50 % about 0.3 gave W = 5.30 ML, against 5.37 ML in one run without scatter. Single runs are too noisy to fix this difference. Averaged over many runs, the scatter lowers W² from 28.5 to about 27.2 ML², and W from 5.34 to about 5.21 ML. Coarsening, which enlarges the base during growth, is not estimated here. The numerical output follows below.

Table of computed values

```
Large-thickness tests, layer equations to 1600 ML
c=0.1: xm formula 1.4202, grown 1.4204 (no unit)
  largest profile error near 400, 1600 ML: 0.0059, 0.0030
  W^2/Theta grown 0.9011 ML, limit 0.9000 ML
  top-mean shift / coverage drop: 0.0819 (theory 0.0833)
c=0.3: xm formula 0.8289, grown 0.8291 (no unit)
  largest profile error near 400, 1600 ML: 0.0044, 0.0022
  W^2/Theta grown 0.7020 ML, limit 0.7000 ML
  top-mean shift / coverage drop: 0.0825 (theory 0.0833)
c=0.6: xm formula 0.3813, grown 0.3814 (no unit)
  largest profile error near 400, 1600 ML: 0.0023, 0.0012
  W^2/Theta grown 0.4018 ML, limit 0.4000 ML
  top-mean shift / coverage drop: 0.0829 (theory 0.0833)
Example inputs (rough Pt(111) regime)
c=0.3, thickness 40 ML = 9.20 nm
layer height 0.23 nm, atomic spacing 0.28 nm
base radius 30 nm, extra barrier 0.20 eV, temperature 350 K
Example results
amplitude (1-c)/G(xm): 0.8789
coverage of layer 30: grown 0.9609, limit formula 0.9500
coverage of layer 35: grown 0.8262, limit formula 0.8114
coverage of layer 40: grown 0.5737, limit formula 0.5605
coverage of layer 44: grown 0.3657, limit formula 0.3527
top above mean, formula: 5.24 ML = 1.206 nm
top layer number, grown: 46, its coverage 0.1679
W grown: 5.338 ML = 1.228 nm
W limit law: 5.292 ML = 1.217 nm
W with first correction: 5.341 ML
W for c -> 0: 6.325 ML
flat-top radius at nucleation: 16.43 nm
Atom-by-atom growth, 20000 columns, 40 ML
ideal: W^2 28.79 ML^2, descent law 28.47 ML^2, W 5.366 ML
leak: W^2 21.56 ML^2, descent law 22.11 ML^2, W 4.644 ML
scatter: W^2 28.04 ML^2, descent law 27.35 ML^2, W 5.295 ML
leak run: lower-terrace descents 3.37 ML (10 % chance)
Neglected effects at the example's numbers
edge-crossing rate factor: 1.319e-03
terrace width at half coverage: 1.154 nm
thermal descent: share 0.00362, W^2 loss 0.2321 ML^2
edge deflection: share 0.1571, W^2 loss 8.304 ML^2
W after both losses: 4.467 ML
base area in terraces narrower than one atom: 0.0557
```
